# Counting TiSi2 line segments that contain no C54 nucleus

**Question**

I am working on an exercise about titanium silicide lines. The film first forms in the C49 phase, and the wanted C54 phase then starts from scattered nuclei. The nuclei are placed at random, with an average of one per square micrometre. I have to show that about 61 percent of line segments measuring 0.1 µm by 5 µm contain no nucleus.

The area of a segment is 0.5 µm², so there is half a nucleus per segment on average. I would conclude that half of the segments have a nucleus and half have none. Where does 61 percent come from? Does it matter that the segment is so long and thin? And may I read the result as "61 percent of the segments stay C49"?

**Answer**

Your average of 0.5 is right. The step that fails is the one from "half a nucleus per segment" to "half of the segments have a nucleus". Some segments receive two or more nuclei, and each of these extra nuclei is missing from some other segment.

**What "randomly placed" means**

Let $n$ be the mean number of nuclei per unit area, $w$ the width of the segment, $L$ its length and $a=wL$ its area. I assume that

- nuclei are points,
- each is equally likely to lie anywhere on the silicide,
- the position of one has no influence on the position of another,
- $n$ is the density in the narrow lines themselves.

The last assumption looks harmless, but it can change the answer greatly, as a simple grain model further down shows.

**The probability of an empty segment**

Take a large silicide area $A$ that includes the segment, and place $N=nA$ nuclei on it. One nucleus lands in the segment with probability $a/A$, because all positions are equally likely. It misses with probability $1-a/A$. The nuclei are independent, so the probabilities of missing multiply:

$$P_0=\left(1-\frac{a}{A}\right)^{nA}.$$

To see what happens when $A$ is large, take the logarithm and use $\ln(1-x)=-x-x^2/2-x^3/3-\dots$ with $x=a/A$:

$$\ln P_0=nA\left(-\frac{a}{A}-\frac{a^2}{2A^2}-\dots\right)=-na-\frac{na^2}{2A}-\dots$$

The first term does not depend on $A$. All the others vanish as $A$ grows at fixed $n$. Therefore

$$P_0=e^{-na}.$$

For your segment,

$$a=0.1\times 5=0.5\ \text{µm}^2,\qquad na=1\times0.5=0.5,\qquad P_0=e^{-0.5}=0.607,$$

which is the 61 percent you were asked to show.

The correction term tells you how large "large" must be. With only five nuclei on $A=5$ µm², the finite formula gives $(1-0.1)^5=0.590$, visibly below the limit. With 500 nuclei on 500 µm² it gives $0.6064$, against $0.6065$ in the limit.

The 61 percent is a probability, so a real count scatters around it. Among $M$ independent segments, the empty fraction has a standard deviation $\sqrt{P_0(1-P_0)/M}$. For $M=100$ this is $\sqrt{0.607\times0.393/100}\approx0.05$, or five percentage points.

**Where the "half and half" argument goes wrong**

Work out the probability $P_k$ of finding $k$ nuclei in the segment. Choose which $k$ of the $N$ nuclei are inside, and let the others miss:

$$P_k=\frac{N(N-1)\cdots(N-k+1)}{k!}\left(\frac{a}{A}\right)^k\left(1-\frac{a}{A}\right)^{N-k}.$$

For fixed $k$ and large $A$, each of the $k$ factors $N,\,N-1,\dots$ divided by $A$ tends to $n$. Together with $a^k$ they give $(na)^k$. The last bracket is $(1-a/A)^N$, which tends to $e^{-na}$, divided by $(1-a/A)^k$, which tends to 1. So

$$P_k=\frac{(na)^k}{k!}\,e^{-na},$$

the Poisson distribution. With $na=0.5$:

- no nucleus: $0.607$
- one nucleus: $0.5\times0.607=0.303$
- two or more: $1-0.607-0.303=0.090$

The fraction of segments with at least one nucleus is $1-P_0=0.393$, not $0.5$. The mean number counts nuclei, so a segment with two enters it twice:

$$na=P_1+2P_2+3P_3+\dots\;\ge\;P_1+P_2+P_3+\dots=1-P_0.$$

The difference, $0.500-0.393=0.107$ per segment, is the average number of nuclei beyond the first. They are surplus as far as "has a nucleus" is concerned.

Your estimate does become good when $na$ is small. Then $1-e^{-na}=na-(na)^2/2+\dots$, and double occupation enters only at second order. At $na=0.5$ that second-order term is $0.125$, too large to drop.

**Does the long, thin shape matter?**

Not under these assumptions: the derivation used the area $a$ and nothing else about the segment. A direct count illustrates this. I placed 2500 random nuclei on a 50 µm by 50 µm area, divided it into 5000 segments of 0.1 µm by 5 µm, and repeated this 200 times. The empty fraction was $0.6062$. The same procedure with rectangles of 1.0 µm by 0.5 µm, which have the same area, gave $0.6064$.

The line shape does offer a useful second view. Along a line of width $w$ there are $nw=0.1$ nuclei per micrometre. Let $P_0(L)$ be the probability that a length $L$ is empty. To extend the empty length by $dL$, the added piece must be empty too, which has probability $1-nw\,dL$. In the limit of large $A$, separate pieces are independent, so

$$P_0(L+dL)=P_0(L)\,(1-nw\,dL)\quad\Rightarrow\quad\frac{dP_0}{dL}=-nw\,P_0.$$

With $P_0(0)=1$ the solution is $P_0=e^{-nwL}$, as before. The mean distance from a given point to the next nucleus along the line is

$$\int_0^\infty P_0(L)\,dL=\frac{1}{nw}=10\ \text{µm}.$$

Your segment is half as long as this, so it is no surprise that it is empty more often than not. If $w$ is halved at fixed $n$ and $L$, the exponent halves and $P_0$ is replaced by its square root, which is closer to 1. Narrow lines are therefore harder to supply with nuclei even when the density stays the same.

The formula can also be turned round. To allow an empty fraction $f$, solve $f=e^{-na}$ for $n$:

$$n=\frac{\ln(1/f)}{a}.$$

For $f=1$ percent, $n=\ln(100)/0.5=9.2$ per µm². Going from 61 percent empty to 1 percent takes about nine times as many nuclei.

**Does "no nucleus" mean "still C49"?**

It does if the segment is isolated, so that C54 can enter only by nucleating inside it. The segment then keeps its C49 phase for as long as it has no nucleus, so 61 percent is the fraction that is wholly C49. The other 39 percent need not be fully converted. If each nucleus converts only 1 µm of line on either side, almost every isolated segment keeps some C49 and about 84 percent of the total area is still C49. The unconverted area falls to 61 percent only when one nucleus can convert its whole segment.

There is a subtlety in what $n$ counts. Once the first nucleus has formed and grows, it consumes C49 material in which others might have nucleated. This cannot change whether the segment was empty, because that was settled by the first nucleus. So $n$ must be the density that would have formed without such consumption. Counting C54 grains in a film that has largely transformed can give too small a value.

If the segment is just a marked stretch of a longer, continuous line, C54 can also grow in from outside. Suppose all nuclei start at the same time, so that none is suppressed by the growth of another, and each converts the line up to a distance $g$ on both sides. The segment stays wholly untouched only if there is no nucleus in it or within $g$ of either end, that is, in a length $L+2g$:

$$P_\text{untouched}=e^{-nw(L+2g)}.$$

With an illustrative reach $g=1$ µm the exponent is $0.1\times7=0.7$, and the untouched fraction is $0.497$. The fraction without a nucleus is still 61 percent, but it no longer equals the fraction that is entirely C49.

**What if the density is uneven or poorly known?**

Let the mean number of nuclei $m$ vary from segment to segment, following a normal distribution with centre $\mu=na$ and standard deviation $\sigma$. Write $m=\mu+\sigma z$, where $z$ has the density $e^{-z^2/2}/\sqrt{2\pi}$. The average empty fraction is

$$\langle e^{-m}\rangle=e^{-\mu}\int_{-\infty}^{\infty}\frac{e^{-\sigma z-z^2/2}}{\sqrt{2\pi}}\,dz.$$

Completing the square, $-\sigma z-z^2/2=-(z+\sigma)^2/2+\sigma^2/2$. The shifted Gaussian still integrates to 1, which leaves

$$\langle e^{-m}\rangle=e^{-\mu+\sigma^2/2}.$$

This requires $\sigma\ll\mu$, since a normal distribution also has a tail at negative $m$, which has no meaning here. A spread of 20 percent means $\sigma=0.1$, and the average is $e^{-0.495}=0.610$ instead of $0.607$. The rise is small because segments above and below the mean nearly compensate.

A shift common to all segments does not compensate. If $n$ is 20 percent lower everywhere, the empty fraction is $0.670$. If it is 20 percent higher, the fraction is $0.549$.

**The assumption to worry about: the density in a narrow line**

Suppose that C54 nucleates at triple junctions, the points where three C49 grains meet, and that each junction has the same small chance $p$ of producing a nucleus. How many junctions does a line have?

Consider a rectangular piece of silicide with $N_g$ grains. Let $V_i$ be the number of triple junctions inside it and $V_e$ the number of points where a grain boundary ends on its border. Treat the grain pattern as a planar map:

- Its vertices are the interior junctions, the border points and the four corners, so $V=V_i+V_e+4$.
- Three edges meet at each interior junction. Three also meet at each border point: one grain boundary and two pieces of the border. Two meet at each corner. Every edge has two ends, so $2E=3V_i+3V_e+8$.
- Its faces are the grains, so $F=N_g$.

Euler's relation for such a map, with the outside not counted as a face, is $V-E+F=1$. Inserting the counts,

$$V_i+V_e+4-\tfrac32(V_i+V_e)-4+N_g=1\quad\Rightarrow\quad V_i+V_e=2N_g-2.$$

For a given number of grains the total is fixed, so each grain boundary that ends on the border costs one interior junction. In a large film the border is negligible and there are two interior junctions per grain. In a line narrower than its grains, most boundaries run from one side to the other, and few interior junctions remain.

For numbers, take a rough C49 grain size of 0.2 µm. There are then $1/0.2^2=25$ grains and 50 junctions per µm² of film. A nucleus density of 1 per µm² requires $p=1/50=0.02$. I modelled the grains by scattering centres at random and giving each point of the silicide to its nearest centre. The density of centres and $p$ are the same in both of these cases:

- **Segments cut from a finished C49 film.** They contain 25.1 junctions on average. A segment with $k$ junctions is empty with probability $(1-p)^k$, and the average over segments is $0.605$ in this film (other random films give about $0.607$, so the third digit is scatter). Restricting the nuclei to discrete sites hardly changes the answer.
- **C49 grains formed inside a line 0.1 µm wide.** A 5 µm segment has only about 0.9 interior junctions on average, and the empty fraction rises to $0.98$.

One of the modelled lines, 200 µm long, shows the Euler count at work. It had 500 grains, 35 interior junctions and 963 border points, and indeed $35+963=998=2\times500-2$.

The exponential law has not failed in the second case; its input has changed. The mean number of nuclei per segment is now about $0.9\times0.02\approx0.02$, which corresponds to $n\approx0.04$ per µm² in the line, although the wide film still has 1 per µm². If the border points could nucleate C54 with the same chance $p$, the mean number would return to about $0.5$ per segment. The outcome therefore depends on what happens at the line edges, which this model does not decide. It also depends strongly on the grain size. With the film density held at 1 per µm², the empty fraction in the line is about $0.90$ for 0.1 µm grains and about $0.76$ for 0.05 µm grains. Keeping the density of centres makes the grains in the line about 0.4 µm long; if they were 0.2 µm long, the same $p$ would give about $0.91$.

**How this compares with real silicide lines**

Incomplete conversion of C49 to the less resistive C54 phase is a known difficulty of narrow TiSi₂ lines, and scarce nucleation sites are the accepted reason. A width of 0.1 µm lies in the regime where this is severe. The density of 1 per µm² is a round number, not a measured one; real values depend on film thickness, annealing, doping and surface preparation. In a process where the silicide forms directly on an already narrow line, it is not safe to assume that the line has the nucleus density of a wide film. In the grain model above, with 0.2 µm grains and line edges that do not nucleate C54, dropping this assumption moves the empty fraction from 61 to about 98 percent; finer grains give a smaller rise. So the 61 percent applies to your exercise as posed, and to a real line if $n$ was determined in lines of that width and the other assumptions hold. The numerical output below lists the main values used here.

## Numbers as computed

```
Nucleus density: 1.0 per um^2
Segment width: 0.1 um
Segment length: 5.0 um
Segment area: 0.50 um^2
Mean number of nuclei per segment: 0.50
Empty fraction, formula: 0.6065
Empty fraction, formula: 60.7 percent
Empty fraction, simulated lines: 0.6062
Empty fraction, simulated 1.0 x 0.5 um: 0.6064
Fraction with one nucleus, formula: 0.3033
Fraction with one nucleus, simulated: 0.3038
Fraction with two nuclei, formula: 0.0758
Fraction with two nuclei, simulated: 0.0759
Fraction with at least one: 0.3935
Fraction with two or more: 0.0902
Small total area: 5.0 um^2
Empty fraction there, formula: 0.5905
Empty fraction there, simulated: 0.5900
Large total area: 500 um^2
Empty fraction there, formula: 0.6064
Target empty fraction: 1 percent
Density needed for target: 9.21 per um^2
Relative spread or shift of density: 20 percent
Empty fraction with spread: 0.6096
Empty fraction, density shifted down: 0.670
Empty fraction, density shifted up: 0.549
Growth reach from neighbours: 1.0 um
Untouched fraction, formula: 0.497
Untouched fraction, simulated: 0.497
C49 grain size (rough): 0.2 um
Junction density in film: 50 per um^2
Nucleation chance per junction: 0.020
Junctions per grain in model film: 2.001
Junctions per segment, cut from film: 25.1
Empty fraction, cut from film: 0.605
Junctions per segment, grown in line: 0.93
Empty fraction, grown in line: 0.982
Grains in one 200 um line: 500
Interior junctions in that line: 35
Edge junctions in that line: 963
Euler total for that line: 998
```
